# Why initial oxide lowers the log-log slope of parabolic oxidation: a numerical check

```python
# Result under test: diffusion-controlled growth over an initial oxide layer obeys
#   X^2 = X0^2 + k t,
# so the log-log slope d ln X / d ln t = (1 - X0^2/X^2)/2 is below one-half.
# X: total oxide thickness (um), X0: thickness at t = 0 (um), t: time (h),
# k: parabolic constant (um^2/h), defined by dX/dt = k/(2 X).
# u: logarithm of oxygen activity above its value at the metal side,
# L(u) = exp(u/6): relative transport coefficient, s: conductance factor of a layer.
# The thickness is marched in time with fluxes found by shooting through the scale.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k = 50.0            # um^2/h, rough value for nickel near 1100 C
X0 = 10.0           # um
T = 1373.0          # K
u_gas = 20.0        # rough logarithmic span of oxygen pressure across the scale
times = np.array([1.0, 2.0, 3.0, 5.0, 8.0, 12.0, 20.0])


def potential_at_gas(J, layers):
    """Integrate du/dx = J/(s L(u)) from the metal to the gas side."""
    u = 0.0
    for length, s in layers:
        if length <= 0.0:
            continue
        h = length / 150
        a = J / s
        for _ in range(150):
            d1 = a * math.exp(-u / 6)
            d2 = a * math.exp(-(u + h * d1 / 2) / 6)
            d3 = a * math.exp(-(u + h * d2 / 2) / 6)
            d4 = a * math.exp(-(u + h * d3) / 6)
            u += h * (d1 + 2 * d2 + 2 * d3 + d4) / 6
    return u


def flux(layers):
    total = sum(length for length, s in layers)
    return brentq(lambda J: potential_at_gas(J, layers) - u_gas,
                  1e-3 / total, 1e3 / total, rtol=1e-10)


L_integral = quad(lambda u: math.exp(u / 6), 0, u_gas)[0]

# Flux times thickness is fixed by the two faces; layers add as resistances.
for thickness in (5.0, 10.0, 33.0):
    assert abs(flux([(thickness, 1.0)]) * thickness / L_integral - 1) < 1e-4
for layers in ([(10.0, 2.0), (15.0, 1.0)], [(15.0, 1.0), (10.0, 2.0)]):
    assert abs(flux(layers) * (10 / 2 + 15) / L_integral - 1) < 1e-4


def grow(start, s):
    """March the thickness with the shooting flux; s belongs to the old layer."""
    scale = k / (2 * L_integral)

    def rate(t, y):
        return [scale * flux([(start, s), (y[0] - start, 1.0)])]
    run = solve_ivp(rate, (0, 21), [start], rtol=1e-7, atol=1e-9,
                    dense_output=True)
    assert run.success
    return lambda t: run.sol(t)[0]


def loglog_fit(t, y):
    return np.polyfit(np.log(t), np.log(y), 1)


def local_slope(f, t):
    q = 1.01
    return (math.log(f(t * q)) - math.log(f(t / q))) / (2 * math.log(q))


def interval_constants(y):
    """Increase of X^2 per hour for 1-3 h and for 12-20 h."""
    return ((y[2]**2 - y[0]**2) / (times[2] - times[0]),
            (y[6]**2 - y[5]**2) / (times[6] - times[5]))


marched = grow(X0, 1.0)
X = np.array([marched(t) for t in times])
assert np.allclose(X, np.sqrt(X0**2 + k * times), rtol=1e-4)

t0 = X0**2 / k
slope_total = np.array([local_slope(marched, t) for t in times])
slope_gain = np.array([local_slope(lambda z: marched(z) - X0, t) for t in times])
assert np.allclose(slope_total, 0.5 * (1 - X0**2 / X**2), atol=1e-3)
assert np.allclose(slope_total, times / (2 * (times + t0)), atol=1e-3)
assert np.allclose(slope_gain, 0.5 * (1 + X0 / X), atol=1e-3)
assert np.all(slope_total < 0.5) and np.all(slope_gain > 0.5)
t_045 = brentq(lambda t: local_slope(marched, t) - 0.45, 5, 20.5)
assert abs(t_045 / (9 * t0) - 1) < 0.01

# The misleading straight line, and the plots that recover the true kinetics.
n_fit, ln_A = loglog_fit(times, X)
power = np.exp(ln_A) * times**n_fit
r_squared = np.corrcoef(np.log(times), np.log(X))[0, 1]**2
misfit = np.max(np.abs(power / X - 1))
assert n_fit < 0.4
n_shifted = loglog_fit(times + t0, X)[0]
assert abs(n_shifted - 0.5) < 1e-3
k_found, square_found = np.polyfit(times, X**2, 1)
assert abs(k_found / k - 1) < 1e-3 and abs(square_found / X0**2 - 1) < 1e-2
k_early, k_late = interval_constants(X)
p_early, p_late = interval_constants(power)
assert abs(k_late / k_early - 1) < 1e-2 and p_late < 0.7 * p_early

# Control: a thin initial layer nearly restores slope one-half.
X0_thin = 1.0
thin = grow(X0_thin, 1.0)
n_thin = loglog_fit(times, np.array([thin(t) for t in times]))[0]
assert 0.49 < n_thin < 0.5

# Initial layer that conducts twice as well as the new oxide.
s_old = 2.0
R = X0 / s_old
layered = grow(X0, s_old)
X_layered = np.array([layered(t) for t in times])
assert np.allclose(X_layered, X0 - R + np.sqrt(R**2 + k * times), rtol=1e-4)
gain = X_layered - X0
line_slope, line_start = np.polyfit(gain, times / gain, 1)
k_line = 1 / line_slope
R_line = line_start * k_line / 2
assert abs(k_line / k - 1) < 1e-2 and abs(R_line / R - 1) < 1e-2
n_layered = loglog_fit(times, X_layered)[0]
lay_early, lay_late = interval_constants(X_layered)
assert lay_late < lay_early

# Grain growth: boundary transport weakens as the oxide grains coarsen.
width, ratio, g_start, g_end = 1e-3, 1000.0, 5.0, 10.0   # um, -, um, um


def k_grain(t):
    g = math.sqrt(g_start**2 + (g_end**2 - g_start**2) * t / times[-1])
    return k * (1 + 2 * width * ratio / g) / (1 + 2 * width * ratio / g_start)


added = np.array([quad(k_grain, 0, t)[0] for t in times])
n_grain = loglog_fit(times, np.sqrt(X0**2 + added))[0]
n_grain_bare = loglog_fit(times, np.sqrt(added))[0]
k_drop = 1 - k_grain(times[-1]) / k_grain(0)
assert 0 < 0.5 - n_grain_bare < (0.5 - n_fit) / 3

# Heating time, temperature error and oxygen supply.
lost = 0.05         # h
n_clock = loglog_fit(times, np.sqrt(X0**2 + k * (times - lost)))[0]
E_act, dT = 2.0, 5.0    # eV, K
kB = const.k / const.e
k_factor = math.exp(E_act / kB * (1 / T - 1 / (T + dT)))
n_hot = loglog_fit(times, np.sqrt(X0**2 + k * k_factor * times))[0]
V_oxide, D_gas, film = 11.2, 2.0, 1.0     # cm^3/mol, cm^2/s, cm
demand = k / (2 * X0) * 1e-4 / 3600 / V_oxide / 2            # mol O2/(cm^2 s)
supply = D_gas / film * 0.21 * const.atm / (const.R * T) * 1e-6
assert demand < 0.01 * supply

print(f"Inputs: k = {k:.0f} um^2/h, X0 = {X0:.0f} um, T = {T:.0f} K")
print(f"k converted = {k * 1e-8 / 3600:.2e} cm^2/s")
print(f"Log oxygen-pressure span in flux test = {u_gas:.0f}")
print(f"Time offset t0 = X0^2/k = {t0:.2f} h")
print("t (h) | X (um) | X^2 (um^2) | slope of X | slope of X-X0")
for row in zip(times, X, X**2, slope_total, slope_gain):
    print("{:4.0f} | {:6.2f} | {:7.1f} | {:.3f} | {:.3f}".format(*row))
print(f"Time when slope of X reaches 0.45 = {t_045:.1f} h")
print(f"Straight log-log fit, slope = {n_fit:.3f}")
print(f"Straight log-log fit, prefactor at 1 h = {math.exp(ln_A):.2f} um")
print(f"Straight log-log fit, R squared = {r_squared:.4f}")
print(f"Largest misfit of that line = {100 * misfit:.1f} % of X")
print(f"Slope against t + t0 = {n_shifted:.3f}")
print(f"X^2 against t: k = {k_found:.2f} um^2/h")
print(f"X^2 against t: X0 = {math.sqrt(square_found):.2f} um")
print(f"Interval constant of data, 1-3 h = {k_early:.1f} um^2/h")
print(f"Interval constant of data, 12-20 h = {k_late:.1f} um^2/h")
print(f"Same for fitted power law, 1-3 h = {p_early:.1f} um^2/h")
print(f"Same for fitted power law, 12-20 h = {p_late:.1f} um^2/h")
print(f"Control, X0 = {X0_thin:.0f} um: fitted slope = {n_thin:.3f}")
print(f"Old layer conducting {s_old:.0f} times better: R = {R:.1f} um")
print(f"  X at 1 h and 20 h = {X_layered[0]:.2f}, {X_layered[-1]:.2f} um")
print(f"  fitted log-log slope = {n_layered:.3f}")
print(f"  interval constant, 1-3 h = {lay_early:.1f} um^2/h")
print(f"  interval constant, 12-20 h = {lay_late:.1f} um^2/h")
print(f"  t/gain plot: k = {k_line:.2f} um^2/h, R = {R_line:.2f} um")
print(f"Grain growth {g_start:.0f} to {g_end:.0f} um in {times[-1]:.0f} h")
print(f"  boundary width = {width * 1e3:.0f} nm, D ratio = {ratio:.0f}")
print(f"  fall of k over the test = {100 * k_drop:.1f} %")
print(f"  fitted slope with X0 = {n_grain:.3f}")
print(f"  fitted slope without X0 = {n_grain_bare:.3f}")
print(f"Heating loss {60 * lost:.0f} min: fitted slope = {n_clock:.3f}")
print(f"Error {dT:.0f} K at {E_act:.1f} eV: k up {100 * (k_factor - 1):.1f} %")
print(f"  fitted slope = {n_hot:.3f}")
print(f"Oxide molar volume = {V_oxide:.1f} cm^3/mol")
print(f"Gas: D = {D_gas:.1f} cm^2/s, stagnant layer = {film:.1f} cm")
print(f"Initial O2 demand / gas supply limit = {100 * demand / supply:.3f} %")
print("tests ok")
```

Printed output:

```
Inputs: k = 50 um^2/h, X0 = 10 um, T = 1373 K
k converted = 1.39e-10 cm^2/s
Log oxygen-pressure span in flux test = 20
Time offset t0 = X0^2/k = 2.00 h
t (h) | X (um) | X^2 (um^2) | slope of X | slope of X-X0
   1 |  12.25 |   150.0 | 0.167 | 0.908
   2 |  14.14 |   200.0 | 0.250 | 0.854
   3 |  15.81 |   250.0 | 0.300 | 0.816
   5 |  18.71 |   350.0 | 0.357 | 0.767
   8 |  22.36 |   500.0 | 0.400 | 0.724
  12 |  26.46 |   700.0 | 0.429 | 0.689
  20 |  33.17 |  1100.0 | 0.455 | 0.651
Time when slope of X reaches 0.45 = 18.0 h
Straight log-log fit, slope = 0.336
Straight log-log fit, prefactor at 1 h = 11.41 um
Straight log-log fit, R squared = 0.9819
Largest misfit of that line = 6.8 % of X
Slope against t + t0 = 0.500
X^2 against t: k = 50.00 um^2/h
X^2 against t: X0 = 10.00 um
Interval constant of data, 1-3 h = 50.0 um^2/h
Interval constant of data, 12-20 h = 50.0 um^2/h
Same for fitted power law, 1-3 h = 71.2 um^2/h
Same for fitted power law, 12-20 h = 35.5 um^2/h
Control, X0 = 1 um: fitted slope = 0.497
Old layer conducting 2 times better: R = 5.0 um
  X at 1 h and 20 h = 13.66, 37.02 um
  fitted log-log slope = 0.335
  interval constant, 1-3 h = 72.8 um^2/h
  interval constant, 12-20 h = 58.8 um^2/h
  t/gain plot: k = 50.00 um^2/h, R = 5.00 um
Grain growth 5 to 10 um in 20 h
  boundary width = 1 nm, D ratio = 1000
  fall of k over the test = 14.3 %
  fitted slope with X0 = 0.322
  fitted slope without X0 = 0.485
Heating loss 3 min: fitted slope = 0.339
Error 5 K at 2.0 eV: k up 6.3 %
  fitted slope = 0.342
Oxide molar volume = 11.2 cm^3/mol
Gas: D = 2.0 cm^2/s, stagnant layer = 1.0 cm
Initial O2 demand / gas supply limit = 0.083 %
tests ok
```
